# Exact and LSDA Exchange Holes in Hydrogen, Before and After Averaging

**Setting.** The hydrogen atom is in its ground state, with orbital $\varphi(r)=e^{-r}/\sqrt{\pi}$ and density $n(r)=e^{-2r}/\pi$. The electron has spin up and the nucleus is fixed. Rydberg atomic units are used: lengths are in bohr, energies in Ry, and $e^2=2$.

For one-particle density matrices $\gamma_\sigma$, the exchange hole around an electron at $\mathbf r$ is

$$n_x(\mathbf r,\mathbf r')=-\frac{1}{n(\mathbf r)}\sum_\sigma|\gamma_\sigma(\mathbf r,\mathbf r')|^2 .$$

With $\mathbf u=\mathbf r'-\mathbf r$, the exchange energy is

$$E_x=\frac{e^2}{2}\int d^3r\,n(\mathbf r)\int d^3u\,\frac{n_x(\mathbf r,\mathbf r+\mathbf u)}{u}=\int d^3r\,n(\mathbf r)\,\varepsilon(\mathbf r),$$

where $\varepsilon(\mathbf r)=\int d^3u\,n_x/u$, because $e^2/2=1$. The local spin-density approximation (LSDA) is evaluated on the exact density. Only exchange is compared; the exact correlation energy of one electron is zero, and LSDA correlation is left out.

## Part (a): the two holes

**Question.** Find the exact hole. Then find the LSDA hole, which is that of a uniform, fully polarized gas with the density at $\mathbf r$. Determine the integral of each, and compare them for an electron 2 bohr from the nucleus.

**Answer.** There is one occupied orbital, so $\gamma_\uparrow=\varphi(r)\varphi(r')$ and

$$n_x^{\rm ex}(\mathbf r,\mathbf r')=-\frac{n(r)n(r')}{n(r)}=-n(r').$$

This hole stays centred on the nucleus wherever the electron is. It cancels the electron's interaction with its own density. Its integral is $-4\int_0^\infty s^2e^{-2s}ds=-4\cdot2/2^3=-1$.

In the gas, plane waves fill a sphere of radius $k$. With $x=ku$,

$$\gamma(u)=\int_{q<k}\frac{d^3q}{(2\pi)^3}e^{i\mathbf q\cdot\mathbf u}
=\frac{1}{2\pi^2u}\int_0^k q\sin(qu)\,dq
=\frac{\sin x-x\cos x}{2\pi^2u^3}.$$

Since $j_1(x)=(\sin x-x\cos x)/x^2$, this equals $k^3j_1(x)/(2\pi^2x)$. At $u=0$, $j_1/x\to1/3$, so $n=k^3/(6\pi^2)$. Hence $\gamma=3n\,j_1(x)/x$ and

$$n_x^{\rm LSDA}(\mathbf r,u)=-n(r)\left[\frac{3j_1(ku)}{ku}\right]^2,\qquad k(r)=[6\pi^2n(r)]^{1/3}=(6\pi)^{1/3}e^{-2r/3}.$$

Plancherel's theorem gives $\int|\gamma|^2d^3u=\int_{q<k}d^3q/(2\pi)^3=n$. The integral of the hole is therefore $-n/n=-1$, as for the exact hole. Both holes also equal $-n(r)$ at $u=0$.

These two agreements do not fix the position of the hole. At $r=2$, $k=0.7015$ bohr$^{-1}$. On the line with the nucleus at $z=0$ and the electron at $z=2$, the holes are:

| $z$ (bohr) | exact (bohr$^{-3}$) | LSDA (bohr$^{-3}$) |
|---:|---:|---:|
| 4 | −0.00011 | −0.00389 |
| 3 | −0.00079 | −0.00528 |
| 2 | −0.00583 | −0.00583 |
| 1 | −0.04308 | −0.00528 |
| 0 | −0.31831 | −0.00389 |

At the nucleus the exact hole is deeper by a factor $0.31831/0.00389\approx82$. At $z=4$ the LSDA hole is deeper by a factor of about 36. The LSDA hole is spherical about the electron and cannot lean towards the nucleus.

## Part (b): averaging over direction

**Question.** Why does the energy need only the average of the hole over directions of $\mathbf u$? Find this average for the exact hole, and compare the two holes at small $u$.

**Answer.** The interaction $1/u$ does not depend on direction, so the angular integral acts on the hole alone. Let $s=|\mathbf r+\mathbf u|$ and $\mu=\cos\theta$, where $\theta$ is the angle between $\mathbf r$ and $\mathbf u$. From $s^2=r^2+u^2+2ru\mu$ follows $d\mu=s\,ds/(ru)$ at fixed $r$ and $u$. Therefore

$$\bar n_x^{\rm ex}(r,u)=-\frac12\int_{-1}^1 n(s)\,d\mu
=-\frac{1}{2\pi ru}\int_{|r-u|}^{r+u}s\,e^{-2s}ds .$$

An antiderivative of $se^{-2s}$ is $-P(s)$, with $P(s)=(s/2+1/4)e^{-2s}$. Thus

$$\bar n_x^{\rm ex}(r,u)=-\frac{P(|r-u|)-P(r+u)}{2\pi ru}.$$

For $r>0$ and $u<r$ the density can be expanded about $\mathbf r$. The linear term averages to zero and $u_iu_j$ averages to $u^2\delta_{ij}/3$, so the mean density is $n+u^2\nabla^2n/6+\dots$. Here

$$\nabla^2n=n''+\frac2r n'=\left(4-\frac4r\right)n .$$

For the gas, $\sin x-x\cos x=x^3/3-x^5/30+\dots$, hence $3j_1/x=1-x^2/10+\dots$, whose square is $1-x^2/5+\dots$. The depths relative to $n(r)$ are then

$$\text{exact: }1+\frac{4-4/r}{6}u^2+\dots,\qquad
\text{LSDA: }1-\frac{k^2}{5}u^2+\dots$$

For $r>1$ the exact average first deepens with $u$, while the LSDA hole becomes shallower. At $r=2$ the coefficients are $+0.333$ and $-0.7015^2/5=-0.098$ bohr$^{-2}$. At $u=2$, where the sphere around the electron passes through the nucleus, the averages are $-0.00992$ and $-0.00389$ bohr$^{-3}$. Angular averaging has reduced the discrepancy, but LSDA still has only 39% of the exact depth there.

## Part (c): averaging over the electron's position

**Question.** Define $\langle n_x(u)\rangle=\int d^3r\,n(r)\,\bar n_x(r,u)$. Find it for the exact hole, write it for LSDA, and compare values and curvatures at small $u$. How far does the agreement extend?

**Answer.** The exact average is $-\int n(r)\,n(|\mathbf r+\mathbf u|)\,d^3r$. Let $r_a=r$ and $r_b=|\mathbf r+\mathbf u|$ be the distances from two centres $u$ apart, and set $\xi=(r_a+r_b)/u$, $\eta=(r_a-r_b)/u$. In these spheroidal coordinates $d^3r=(u^3/8)(\xi^2-\eta^2)\,d\xi\,d\eta\,d\phi$, and the product of densities is $e^{-2u\xi}/\pi^2$. Integration over $\phi$ gives $2\pi$ and integration over $\eta$ gives $2\xi^2-2/3$:

$$\langle n_x^{\rm ex}(u)\rangle=-\frac{u^3}{4\pi}\int_1^\infty e^{-2u\xi}\left(2\xi^2-\frac23\right)d\xi .$$

With $a=2u$, $\int_1^\infty e^{-a\xi}d\xi=e^{-a}/a$ and $\int_1^\infty\xi^2e^{-a\xi}d\xi=e^{-a}(1/a+2/a^2+2/a^3)$. The integral is therefore

$$e^{-a}\left(\frac{4}{3a}+\frac4{a^2}+\frac4{a^3}\right)=e^{-2u}\left(\frac{2}{3u}+\frac1{u^2}+\frac1{2u^3}\right),$$

and

$$\langle n_x^{\rm ex}(u)\rangle=-\frac{e^{-2u}}{8\pi}\left(1+2u+\frac43u^2\right).$$

The LSDA average is left as a radial integral,

$$\langle n_x^{\rm LSDA}(u)\rangle=-4\pi\int_0^\infty r^2n(r)^2\left[\frac{3j_1(k(r)u)}{k(r)u}\right]^2dr .$$

At $u=0$ both equal $-\int n^2d^3r=-(4/\pi)(2/4^3)=-1/(8\pi)$.

In the exact result the terms linear in $u$ cancel. The coefficient of $u^2$, relative to the value at $u=0$, is $2-4+4/3=-2/3$. For LSDA it is the average of $-k^2/5$ with weight $n^2$:

$$-\frac{(6\pi)^{2/3}}5\,\frac{\int_0^\infty r^2e^{-16r/3}dr}{\int_0^\infty r^2e^{-4r}dr}
=-\frac{(6\pi)^{2/3}}5\left(\frac{4}{16/3}\right)^3=-\frac{27}{320}(6\pi)^{2/3}\approx-0.598 .$$

The LSDA magnitude 0.598 is about 10% below the exact magnitude 0.667. The opposite signs found at $r=2$ do not survive because the weight $n^2$ favours the inner region $r<1$, where the exact coefficient $(4-4/r)/6$ of part (b) is negative. With this weight the mean of $1/r$ is $\int_0^\infty re^{-4r}dr/\int_0^\infty r^2e^{-4r}dr=(1/16)/(1/32)=2$, so that coefficient averages to $(4-8)/6=-2/3$, as found above.

| $u$ (bohr) | exact (bohr$^{-3}$) | LSDA (bohr$^{-3}$) |
|---:|---:|---:|
| 0.5 | −0.03415 | −0.03428 |
| 1 | −0.02333 | −0.02210 |
| 2 | −0.00753 | −0.00484 |
| 3 | −0.00187 | −0.00114 |
| 6 | −0.000015 | −0.000077 |

Relative to the exact depth, the LSDA error is below 1% at $u=0.5$ and about 5% at $u=1$, but 36% at $u=2$. At $u=6$ the LSDA hole is about five times too deep. The two curves cross at $u\approx0.60$ and $u\approx4.1$ bohr; between these points the LSDA hole is too shallow, and beyond the second it is too deep. Apart from the neighbourhood of that second crossing, the close agreement is a short-range property.

## Part (d): how much of the hole is misplaced?

**Question.** Let $D$ be half the integral of the absolute difference between two holes. Interpret $D$, and use the computed values below to judge each averaging step.

**Answer.** Both holes integrate to $-1$, so the positive and negative parts of their difference have equal integrals. Each equals $D$, the fraction of hole charge that must be moved to turn one hole into the other.

| electron position | full hole | angular average |
|---|---:|---:|
| $r=0.5$ bohr | 0.345 | 0.220 |
| $r=1$ bohr | 0.483 | 0.177 |
| $r=2$ bohr | 0.715 | 0.371 |
| mean, weight $n(r)$ | 0.585 | 0.307 |

After system averaging, $D=0.243$. The absolute value of an average cannot exceed the average of the absolute values, so the sequence $0.585,\,0.307,\,0.243$ could not have increased. Its sizes show that the angular average brings most of the improvement. The angular step obeys the inequality at every $r$, but the last step obeys it only for the weighted mean, not for each point: at $r=1$ the angular average has $D=0.177$, below the system-averaged value. About a quarter of the system-averaged LSDA hole is still in the wrong place.

## Part (e): the exchange energies

**Question.** Find both exchange energies and both functions $\varepsilon(r)$. Does the LSDA energy benefit mainly from cancellation between inner and outer regions?

**Answer.** The exact energy follows from the averaged hole:

$$E_x^{\rm ex}=4\pi\int_0^\infty u\,\langle n_x^{\rm ex}\rangle du
=-\frac12\int_0^\infty e^{-2u}\left(u+2u^2+\frac43u^3\right)du
=-\frac12\left(\frac14+\frac12+\frac12\right)=-\frac58\ \text{Ry}.$$

For the gas, inserting $n=k^3/(6\pi^2)$ gives

$$\varepsilon^{\rm LSDA}=-\frac{36\pi n}{k^2}\int_0^\infty\frac{j_1^2}{x}dx=-\frac{6k}{\pi}\int_0^\infty\frac{j_1^2}{x}dx .$$

With $j_0=\sin x/x$, one has $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$, so $(j_0^2+j_1^2)'=-4j_1^2/x$. The bracket $j_0^2+j_1^2$ falls from 1 to 0, and the integral is $1/4$. Thus $\varepsilon^{\rm LSDA}=-3k/(2\pi)$, and

$$E_x^{\rm LSDA}=-\frac{3(6\pi)^{1/3}}{2\pi}\,4\int_0^\infty r^2e^{-8r/3}dr
=-\frac{81}{128\pi}(6\pi)^{1/3}\ \text{Ry},$$

because $4\cdot2\,(3/8)^3=27/64$.

The exact $\varepsilon$ is $-\int d^3r'\,n(r')/|\mathbf r-\mathbf r'|$, which with $e^2=2$ is minus half the Hartree potential energy of the spherical density. It is found by adding shells inside and outside $r$:

$$\varepsilon^{\rm ex}=-\frac1r\int_0^r4s^2e^{-2s}ds-\int_r^\infty4s\,e^{-2s}ds .$$

The first integral is $1-e^{-2r}(1+2r+2r^2)$ and the second is $(1+2r)e^{-2r}$. Hence

$$\varepsilon^{\rm ex}(r)=-\left[\frac1r-e^{-2r}\left(1+\frac1r\right)\right].$$

Far out this tends to $-1/r$, whereas $\varepsilon^{\rm LSDA}$ decays as $e^{-2r/3}$. At $r=4$ the values are $-0.250$ and $-0.088$ Ry.

The totals are $-0.625$ Ry ($-8.50$ eV) exactly and $-0.536$ Ry ($-7.29$ eV) in LSDA, so the LSDA magnitude is 14% too small. The local energies cross at $r=0.552$ bohr. The region inside contributes $-0.0056$ Ry to the error and the region outside $+0.0945$ Ry, with sum $+0.0889$ Ry. With the energy density $n\varepsilon$ defined by the hole, cancellation between regions removes only about 6% of the outer error. This split is not unique, since other energy densities have the same integral. The scaling form $v_x\,(3n+r\,n')$, with $v_x^{\rm ex}=2\varepsilon^{\rm ex}$ and $v_x^{\rm LSDA}=\tfrac43\varepsilon^{\rm LSDA}$, gives positive and negative error parts of $+0.385$ and $-0.296$ Ry with the same sum. The small cancellation therefore belongs to the hole-based energy density only.

The averaged holes give another view of this error. Moving a charge fraction $D$ changes the energy by $D$ times the drop in its mean $1/u$. That drop is $0.0889/0.243\approx0.37$ bohr$^{-1}$: on average, LSDA puts the misplaced charge too far from the electron.

## Part (f): is the sum rule enough?

**Question.** Replace the polarized gas by an unpolarized gas of the same total density (LDA). Find its hole and energy, and draw a conclusion.

**Answer.** Each spin now has density $n/2$, so $k'=(3\pi^2n)^{1/3}=2^{-1/3}k$. Each $\gamma_\sigma$ equals $(n/2)\,3j_1(k'u)/(k'u)$, and the sum over two spins gives

$$n_x^{\rm LDA}=-\frac{2(n/2)^2}{n}\left[\frac{3j_1(k'u)}{k'u}\right]^2=-\frac n2\left[\frac{3j_1(k'u)}{k'u}\right]^2 .$$

This is the hole of part (a) with $n/2$ in place of $n$. Its integral is still $-1$, but it is half as deep at $u=0$ and correspondingly wider. By part (e), $\varepsilon^{\rm LDA}=-3k'/(2\pi)$, so $E_x^{\rm LDA}=2^{-1/3}E_x^{\rm LSDA}=-0.425$ Ry. The magnitude is 32% too small, and $D$ for the system average rises from 0.243 to 0.321.

The sum rule alone therefore does not secure a good energy. For this atom, and with the shape of the gas hole kept, treating the spin polarization restores the correct depth at $u=0$ and more than halves the error. The sum rule and the correct depth together still do not fix the energy. The model hole $-n(r)e^{-bu}$ with $8\pi n/b^3=1$, that is $b=2e^{-2r/3}$, has both properties, yet it gives $\varepsilon=-4\pi n/b^2=-e^{-2r/3}$ and $E_x=-4\int_0^\infty r^2e^{-8r/3}dr=-27/64=-0.422$ Ry, no better than LDA. The shape of the hole matters as well. The numerical check checks the hole formulas, normalizations and energies numerically.

## Values computed for the example and the checks

```
Reference electron: r = 2.0 bohr
Density there: 0.005830 bohr^-3
Fermi wave number there: 0.7015 bohr^-1
Holes on line, nucleus at z=0, electron at z=2 (bohr^-3)
z (bohr)     exact        LSDA
  4.0    -0.000107   -0.003887
  3.0    -0.000789   -0.005280
  2.0    -0.005830   -0.005830
  1.0    -0.043079   -0.005280
  0.0    -0.318310   -0.003887
 -1.0    -0.043079   -0.002253
Angular averages at r=2, then system averages (bohr^-3)
u (bohr)  exact r=2   LSDA r=2   exact sys   LSDA sys
  0.5    -0.006315  -0.005688   -0.034154  -0.034284
  1.0    -0.007732  -0.005280   -0.023334  -0.022101
  1.5    -0.009662  -0.004655   -0.013867  -0.011077
  2.0    -0.009917  -0.003887   -0.007530  -0.004835
  3.0    -0.002689  -0.002253   -0.001874  -0.001135
  4.0    -0.000455  -0.000954   -0.000405  -0.000378
  6.0    -0.000010  -0.000013   -0.000015  -0.000077
System-averaged on-top value, both: -0.039789 bohr^-3
Relative curvature coefficients (bohr^-2): exact, LSDA
  at r=2: 0.3333, -0.0984
  system average: -0.6667, -0.5976
Misplaced fraction (no unit): full hole, angular average
  r=0.5 bohr: 0.345, 0.220
  r=1.0 bohr: 0.483, 0.177
  r=2.0 bohr: 0.715, 0.371
  density-weighted mean: 0.585, 0.307
  system-averaged hole, LSDA: 0.243
  system-averaged hole, unpolarized LDA: 0.321
Exchange energy per electron at r (Ry): exact, LSDA
  r=0.25 bohr: -0.9673, -1.0756
  r=0.50 bohr: -0.8964, -0.9105
  r=1.00 bohr: -0.7293, -0.6524
  r=2.00 bohr: -0.4725, -0.3350
  r=4.00 bohr: -0.2496, -0.0883
Radius where these are equal: 0.5522 bohr
LSDA energy error from inside: -0.00556 Ry
LSDA energy error from outside: 0.09449 Ry
LSDA total energy error: 0.08893 Ry
Exact exchange energy: -0.62500 Ry = -8.504 eV
LSDA exchange energy: -0.53607 Ry = -7.294 eV
Unpolarized LDA exchange energy: -0.42548 Ry
Magnitude shortfall, LSDA: 14.23 percent
Magnitude shortfall, LDA: 31.92 percent
```
